# The Seto barrier at a grain boundary with a neutral grain core

## Question

An n-type polycrystalline semiconductor film consists of grains of width $L$, separated by flat, parallel grain boundaries. The current flows along $x$, perpendicular to the boundaries. The donor density is $N=10^{18}\ \mathrm{cm^{-3}}$, the dielectric constant is $\kappa=9$, and each boundary contains $N_t=10^{12}\ \mathrm{cm^{-2}}$ electron traps. The grain width is $L=1000$ Å. These are round model parameters, not data for a particular material.

A trap is neutral when empty and carries one electron charge when filled. Assume that all donors are ionized, that the traps lie deep enough to be filled whenever electrons are available, and that the charges may be averaged over planes parallel to the boundary.

Use atomic units in the algebra, so that $\hbar=1$, $e=1$ and $4\pi\varepsilon_0=1$. Give energies in eV and lengths in Å. Let $U(x)$ be the energy of the conduction-band edge, measured from its value in the neutral middle of a grain, with $x=0$ at a boundary.

## Part (a): the depleted layer

**Question.** Suppose that the electrons are completely removed from a layer of width $w$ on each side of a boundary, and that the grain is neutral beyond it. Find $w$ and the condition on $L$ for this picture to hold.

**Answer.** The trapped electrons came from donors in the adjoining grains. Each donor that has lost its electron to a trap leaves one positive charge uncovered. Per unit area of boundary, the negative charge is $N_t$ and the positive charge is $Nw$ on each side. The neutral regions farther away have no electric field, so by Gauss's law the total charge between them must vanish:

$$
2Nw=N_t ,\qquad w=\frac{N_t}{2N}.
$$

A grain has a boundary at each end and must therefore hold two depleted layers. A neutral core remains between them if

$$
L>2w=\frac{N_t}{N}.
$$

This is the partially depleted regime. The same condition follows from counting electrons: a grain supplies $NL$ electrons per unit area, there is one boundary per grain, and filling its traps takes $N_t$ of them.

## Part (b): the barrier

**Question.** Find $U(x)$ in the depleted layer and the barrier height $E_B=U(0)$.

**Answer.** The electrostatic potential $\phi$ obeys Poisson's equation, $\phi''=-4\pi\rho/\kappa$, where $\rho$ is the charge density. An electron has charge $-1$, so $U=-\phi$ and the sign changes:

$$
U''=\frac{4\pi\rho}{\kappa}.
$$

For $0<x<w$ the charge density is that of the bare donors, $\rho=N$. At $x=w$ the layer joins the neutral core, where the band edge is flat and defines the zero of energy. Hence $U(w)=0$ and $U'(w)=0$. The first integration, from $w$ to $x$, gives

$$
U'(x)=\frac{4\pi N}{\kappa}(x-w),
$$

which is negative inside the layer: the band edge falls on going away from the boundary. The second integration gives

$$
U(x)=\frac{2\pi N}{\kappa}(w-x)^2 .
$$

The filled traps thus form a hill for electrons, as expected of a negatively charged plane. At its top,

$$
E_B=\frac{2\pi N w^2}{\kappa}
=\frac{2\pi N}{\kappa}\,\frac{N_t^2}{4N^2}
=\frac{\pi N_t^2}{2\kappa N}.
$$

The slope at the boundary must also agree with the charge of the trap plane. Integrating $U''=4\pi\rho/\kappa$ across a plane of charge $-N_t$ gives

$$
U'(0^+)-U'(0^-)=-\frac{4\pi N_t}{\kappa}.
$$

By symmetry the two slopes are equal and opposite, so $U'(0^+)=-2\pi N_t/\kappa$. The depleted layer gives $-4\pi Nw/\kappa$, which is the same quantity because $2Nw=N_t$.

The barrier grows as $N_t^2$ because more trapped charge both steepens the slope and widens the layer. It falls as $1/N$ because a denser donor charge balances the traps within a shorter distance. The grain width does not appear, provided that a neutral core exists.

## Part (c): numerical value

**Question.** Evaluate $w$ and $E_B$ for the given film.

**Answer.** Since $1\ \mathrm{cm}=10^8$ Å, the densities are

$$
N_t=10^{-4}\ \text{Å}^{-2},\qquad N=10^{-6}\ \text{Å}^{-3}.
$$

The depletion width is

$$
w=\frac{10^{-4}}{2\times10^{-6}}\ \text{Å}=50\ \text{Å}.
$$

The critical grain width is $N_t/N=100$ Å. The grains are 1000 Å wide, so they are partially depleted and the result of part (b) applies.

To obtain an energy in eV, the factor $e^2/(4\pi\varepsilon_0)$, which equals 1 in atomic units, must be restored. Its value is $C=14.40$ eV Å. It enters once, because the barrier is linear in the Coulomb interaction:

$$
E_B=\frac{\pi C N_t^2}{2\kappa N}
=\frac{\pi\,(14.40)\,(10^{-4})^2}{2\,(9)\,(10^{-6})}\ \mathrm{eV}
=0.0251\ \mathrm{eV}.
$$

This is 25.1 meV. In SI form the same expression reads $E_B=e^2N_t^2/(8\kappa\varepsilon_0N)$.

The slope gives a second way to see the size. At the boundary its magnitude is $2\pi CN_t/\kappa=0.001005$ eV/Å. It falls linearly to zero over 50 Å, so the mean slope is half of this, and $\tfrac12(0.001005)(50)\ \mathrm{eV}=0.0251$ eV.

The quadratic dependence on $N_t$ matters when the trap density is uncertain. A value of $N_t$ larger by 10% raises $E_B$ by the factor $1.1^2=1.21$, or 21%. This applies to the depletion barrier; the full barrier at 300 K, given by the equation of part (e), rises by only about 13%.

## Part (d): narrow grains

**Question.** What replaces the result of part (b) when $L<N_t/N$? Evaluate the barrier for $L=60$ Å, with the other parameters unchanged.

**Answer.** The grain now has too few electrons to fill the traps. If the traps are deep enough to take all of them, the trapped charge per boundary is $NL$, not $N_t$, and the grain is depleted throughout. No neutral core is left, so energies are measured from the middle of the grain. There $U'=0$ by symmetry, and the layer ends at $x=L/2$. Replacing $w$ by $L/2$ in part (b) gives

$$
U(0)=\frac{2\pi N}{\kappa}\left(\frac L2\right)^2=\frac{\pi N L^2}{2\kappa}.
$$

At $L=N_t/N$ this becomes $\pi N_t^2/(2\kappa N)$, so the two expressions join continuously. For $L=60$ Å,

$$
U(0)=\frac{\pi\,(14.40)\,(10^{-6})\,(60)^2}{2\,(9)}\ \mathrm{eV}=0.00905\ \mathrm{eV}.
$$

This is the fraction $(60/100)^2=0.36$ of the partially depleted value. Of the traps, the fraction $NL/N_t=0.6$ is filled.

The two regimes give opposite trends with doping. At fixed $L$ and $N_t$, the barrier rises in proportion to $N$ while the grain is fully depleted, because each added donor supplies another electron to the traps. Once the traps are full, at $N=N_t/L$, further donors only screen them and the barrier falls as $1/N$. In this depletion model the largest barrier is therefore $\pi N_tL/(2\kappa)$.

## Part (e): electrons that remain in the layer

**Question.** Return to $L=1000$ Å and let the film be at 300 K. Replace the assumption of a completely empty layer by the classical electron density $n=N\exp(-U/k_BT)$. Find the equation for the full barrier $E$, evaluate it, and discuss its limits.

**Answer.** At 300 K, $k_BT=0.02585$ eV, so $E_B/k_BT=0.972$. A barrier of this height cannot keep the electrons out of the layer, and the correction must be calculated. The charge density is now $\rho=N-n$, and Poisson's equation becomes

$$
U''=\frac{4\pi N}{\kappa}\left(1-e^{-U/k_BT}\right).
$$

Multiplying by $U'$ turns both sides into derivatives:

$$
\frac{d}{dx}\,\frac{(U')^2}{2}
=\frac{4\pi N}{\kappa}\,\frac{d}{dx}\left(U+k_BT\,e^{-U/k_BT}\right).
$$

In the core $U=0$ and $U'=0$, and the bracket on the right equals $k_BT$. At the boundary $U=E$. The slope there is still $-2\pi N_t/\kappa$, because the charge of the trap plane has not changed. Integration between these points gives

$$
\frac12\left(\frac{2\pi N_t}{\kappa}\right)^2
=\frac{4\pi N}{\kappa}\left(E+k_BT\,e^{-E/k_BT}-k_BT\right).
$$

The left side is $2\pi^2N_t^2/\kappa^2$. Dividing by $4\pi N/\kappa$ turns it into $\pi N_t^2/(2\kappa N)=E_B$, so that

$$
E=E_B+k_BT\left(1-e^{-E/k_BT}\right).
$$

The second term lies between zero and $k_BT$. Within this model the depletion value is therefore too low, by less than $k_BT$. The equation has one positive root, since $E-k_BT(1-e^{-E/k_BT})$ increases with $E$ for $E>0$. The root lies between $E_B$ and $E_B+k_BT$, and a numerical search in that interval gives $E=0.047$ eV, or 47 meV. The electron density at the boundary is then $e^{-E/k_BT}N=0.164\,N$, and substitution confirms the root:

$$
0.0251+0.02585\,(1-0.164)=0.0467\ \mathrm{eV}.
$$

**Why the barrier rises.** Integration by parts, with $U$ and $xU'$ vanishing in the core, gives

$$
E=\int_0^{\infty}xU''\,dx=\frac{4\pi}{\kappa}\int_0^{\infty}x\rho\,dx
=\frac{2\pi N_t}{\kappa}\,\bar x .
$$

Here $\bar x$ is the mean distance of the positive charge from the boundary, and the last step uses the fixed total $\int_0^\infty\rho\,dx=N_t/2$. The upper limit stands for a point deep in the core. In the depletion picture $\bar x=w/2=25$ Å. With mobile electrons, $\bar x=0.0467/0.001005\approx46$ Å. Electrons left near the boundary cancel part of the donor charge there, so the balancing charge must extend farther into the grain. A numerical solution of the nonlinear Poisson equation, by Newton iteration on a finite-volume grid, places 64% of the positive charge within 50 Å of the boundary. The depletion picture places all of it there.

**Width of the tail.** Where $U\ll k_BT$, expansion of the exponential gives $U''=U/\lambda^2$ with

$$
\lambda=\sqrt{\frac{\kappa k_BT}{4\pi N}} ,
$$

the Debye length. With $C$ restored beside $N$, its value is 35.9 Å. The half-width of the grain, 500 Å, is about 14 Debye lengths, so treating the core as flat is justified. The ratio that governs the problem can also be written as $E_B/k_BT=w^2/(2\lambda^2)$: the depletion picture needs a layer much wider than its own blurred edge.

**High barrier.** If $E_B\gg k_BT$, the exponential is negligible and $E\simeq E_B+k_BT$. The relative correction is then small. For $k_BT=0.0005$ eV, the same numerical solution gives $E=0.0256$ eV, with 95% of the positive charge within $w$. This calculation only illustrates a limit of the classical equation; part (f) explains why that equation fails in a real film at low enough temperature.

**Low barrier.** If $E\ll k_BT$, then $1-e^{-E/k_BT}\simeq E/k_BT-E^2/[2(k_BT)^2]$. The terms linear in $E$ cancel, leaving $E_B\simeq E^2/(2k_BT)$, or

$$
E\simeq\sqrt{2k_BT\,E_B}=\frac{2\pi N_t\lambda}{\kappa}.
$$

The barrier is now linear in $N_t$, and the charge lies at a mean distance $\lambda$. The film of this question lies between the two limits.

## Part (f): what the two barriers mean

**Question.** Which energy would appear in the temperature dependence of the electron density at the boundary? State the main conditions under which these results can be used.

**Answer.** The density at the boundary is $n_b=Ne^{-u}$ with $u=E/k_BT$. Let $\beta=1/k_BT$. Multiplying the equation for $E$ by $\beta$ gives

$$
u+e^{-u}=1+\beta E_B .
$$

Differentiating with respect to $\beta$ at fixed $N$ and $N_t$ gives $(1-e^{-u})\,du/d\beta=E_B$. The activation energy of $n_b$ is therefore

$$
-\frac{d\ln n_b}{d\beta}=\frac{du}{d\beta}=\frac{E_B}{1-e^{-E/k_BT}} .
$$

At 300 K this is $0.0251/(1-0.164)=0.030$ eV. For this film it lies between the depletion value $E_B=0.025$ eV and the full barrier of 0.047 eV. It is smaller than the full barrier because $E$ itself rises with temperature. In the high-barrier limit $E\simeq E_B+k_BT$, and the added $k_BT$ contributes a constant factor $e^{-1}$ to $n_b$, which has no effect on the activation energy.

The density itself does depend on the full barrier. Using $E_B$ alone would give $n_b/N=e^{-0.972}=0.38$ in place of 0.164, too large by a factor of 2.3. A measured conductivity may contain further temperature-dependent factors, such as the electron velocity, so its activation energy need not equal that of $n_b$.

Four conditions limit the results.

1. **The traps must be filled.** Let a trap lie at depth $\Delta$ below the conduction edge at the boundary, and let the Fermi level lie at $\zeta$ below the edge in the core. The trap energy measured from the core edge is $E-\Delta$. It must lie several $k_BT$ below $-\zeta$, so $\Delta$ must exceed $E+\zeta$ by several $k_BT$. For shallower traps, $N_t$ must be replaced by the density of filled traps, which then depends on the barrier and has to be found together with it.

2. **The electrons must be classical.** For a parabolic band of effective mass $m$ with two spin states, summing the Boltzmann factor over momentum gives

$$
N=2\int\frac{d^3p}{(2\pi)^3}\,e^{-(\zeta+p^2/2m)/k_BT}
=2\left(\frac{mk_BT}{2\pi}\right)^{3/2}e^{-\zeta/k_BT}.
$$

 The classical form requires $e^{-\zeta/k_BT}\ll1$, and hence $N\ll2(mk_BT/2\pi)^{3/2}$. The question gives no mass, so this cannot be checked here. The right side falls on cooling, so if the donors stay ionized the condition fails at low enough temperature, and the equation of part (e) must then be replaced by one with Fermi statistics. If the donors recapture their electrons instead, condition 4 is the one that fails. A low density is not sufficient, however. The local relation $n=N\exp(-U/k_BT)$ also requires $U$ to change little over the thermal wavelength $\sqrt{2\pi/(mk_BT)}$. At 300 K this length is 43 Å for the free-electron mass, already close to $w=50$ Å, and it is longer for a lighter mass. The values of $E$ and $n_b$ found here are therefore those of the classical model; the wave nature of the electrons smooths their density near the sharp top of the barrier.

3. **The charge must be smooth on the scale of the layer.** The mean donor spacing is $N^{-1/3}=100$ Å, twice the depletion width. The mean trap spacing, $N_t^{-1/2}$, is also 100 Å. The Coulomb energy of two unit charges at this distance is $14.40/(9\times100)\ \mathrm{eV}=0.016$ eV, which is comparable with $E_B$. This is a scale for local variations, not a calculated spread. It shows that 25 meV describes a boundary with averaged charge, and that the barrier met by an electron at a given place may differ from it appreciably.

4. **The donors must be ionized.** An isolated hydrogen-like donor has binding energy $E_d=m/(2\kappa^2)$ and radius $a=\kappa/m$. For $\kappa=9$ and the free-electron mass these are 0.168 eV and 4.8 Å, so $N^{1/3}a=0.05$. This is far below the value of about 0.25 at which the donors merge with the band and stay ionized. With a twofold donor level, the core balance $n^2/(N-n)=(mk_BT/2\pi)^{3/2}e^{-E_d/k_BT}$ then leaves only about 13% of the donors ionized at 300 K. For $m=0.3$ the isolated-donor binding energy is 0.050 eV and the fraction is about 40%. In such a film the core density is below $N$ and falls further on cooling. The results of part (e) must then be recomputed with the donor occupation included, and the activation energy of $n_b$ contains a contribution from $E_d$ that can exceed the 0.030 eV found above.
